# Can an LED emit more optical power than its electrical input?: test program

```python
"""
Result under test: an LED's net optical power P can exceed its electrical power JV.
  P/(JV) = eta*<E>/(qV),  lattice heat Q = P - JV <= T*dS,
  hence P/(JV) <= 1/(1 - T*dS/P).
eta: net photons out per electron; <E>: mean net photon energy; dS: net entropy
current of the light; T: temperature of lattice and ambient light.
Energies are in eV, voltages in V, and flux densities are per square metre.
Model: perfect absorber above the gap, emission into a vacuum hemisphere.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

q, k, h, c = const.e, const.k, const.h, const.c
T = 300.0
kT = k * T / q
GAP = 1.0
J_S = 4e-5
NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)


def mode_entropy(n):
    """Entropy of one light mode in units of k."""
    return (1 + n) * np.log1p(n) - n * np.log(n)


def hemisphere(lower, width, integrand):
    """Integrate over energy with the hemispherical mode flux."""
    energy = lower + 0.5 * width * (NODES + 1)
    total = np.sum(0.5 * width * WEIGHTS * energy**2 * integrand(energy))
    return 2 * np.pi * q**3 / (h**3 * c**2) * total


def occupations(energy, volt):
    """Ambient occupation and net excess, stable at small voltage."""
    ambient = 1 / np.expm1(energy / kT)
    biased = 1 / np.expm1((energy - volt) / kT)
    return ambient, ambient * (1 + biased) * np.expm1(volt / kT)


def light(volt):
    """Net photon flux, power and entropy current."""
    def entropy_change(energy):
        ambient, excess = occupations(energy, volt)
        return k * (mode_entropy(ambient + excess) - mode_entropy(ambient))
    width = 45 * kT
    photons = hemisphere(GAP, width, lambda e: occupations(e, volt)[1])
    power = hemisphere(GAP, width, lambda e: q * e * occupations(e, volt)[1])
    return photons, power, hemisphere(GAP, width, entropy_change)


def diode(volt):
    photons, power, entropy = light(volt)
    j_rad = q * photons
    j_nr = J_S * np.expm1(volt / (2 * kT))
    total = j_rad + j_nr
    return dict(N=photons, P=power, S=entropy, jr=j_rad, jn=j_nr, j=total,
                eta=j_rad / total, mean=power / j_rad,
                eff=power / (total * volt), ideal=power / (j_rad * volt),
                ceiling=power / (power - T * entropy))


# Mode counting and entropy formula against the black-body laws.
bb_power = hemisphere(0, 60 * kT, lambda e: q * e / np.expm1(e / kT))
bb_entropy = hemisphere(0, 60 * kT,
                        lambda e: k * mode_entropy(1 / np.expm1(e / kT)))
assert abs(bb_power / (const.sigma * T**4) - 1) < 1e-6
assert abs(bb_entropy / (4 * const.sigma * T**3 / 3) - 1) < 1e-6

# Entropy and minimum work against explicit sums over photon number.
n_out, n_in = 0.7, 0.2
number = np.arange(500)
log_out = number * np.log(n_out / (1 + n_out)) - np.log1p(n_out)
log_in = number * np.log(n_in / (1 + n_in)) - np.log1p(n_in)
prob = np.exp(log_out)
assert abs(-np.sum(prob * log_out) - mode_entropy(n_out)) < 1e-10
relative_entropy = np.sum(prob * (log_out - log_in))
free_energy_rise = (np.log1p(1 / n_in) * (n_out - n_in)
                    - mode_entropy(n_out) + mode_entropy(n_in))
assert abs(relative_entropy - free_energy_rise) < 1e-10


def junction(volt, lead_rate, photon_energy=6.0, radiative=1.0, dark=3.0):
    """Four-state junction; energies and voltage in units of kT."""
    half = photon_energy / 2
    f_c = 1 / (np.exp(half - volt / 2) + 1)
    f_v = 1 / (np.exp(-half + volt / 2) + 1)
    n_a = 1 / np.expm1(photon_energy)
    # States: 0 empty, 1 upper level filled, 2 lower level filled, 3 both.
    rate = np.zeros((4, 4))  # rate[final, initial]
    for empty, filled in ((0, 1), (2, 3)):
        rate[filled, empty] += lead_rate * f_c
        rate[empty, filled] += lead_rate * (1 - f_c)
    for empty, filled in ((0, 2), (1, 3)):
        rate[filled, empty] += lead_rate * f_v
        rate[empty, filled] += lead_rate * (1 - f_v)
    rate[2, 1] += radiative * (1 + n_a) + dark
    rate[1, 2] += radiative * n_a + dark * np.exp(-photon_energy)
    generator = rate - np.diag(rate.sum(axis=0))
    generator[0] = 1.0
    p = np.linalg.solve(generator, np.array([1.0, 0, 0, 0]))
    j_r = radiative * ((1 + n_a) * p[1] - n_a * p[2])
    j_d = dark * (p[1] - np.exp(-photon_energy) * p[2])
    j_in = lead_rate * (f_c * (p[0] + p[2]) - (1 - f_c) * (p[1] + p[3]))
    j_out = lead_rate * ((1 - f_v) * (p[2] + p[3]) - f_v * (p[0] + p[1]))
    heat = ((half - volt / 2) * j_in + (half - volt / 2) * j_out
            - photon_energy * j_d)
    planck = (f_v - f_c) * (1 / np.expm1(photon_energy - volt) - n_a)
    return dict(jr=j_r, j=j_in, heat=heat, planck=planck,
                eta=j_r / j_in, eff=photon_energy * j_r / (volt * j_in))


# Fast leads: net emission follows the biased photon occupation.
for bias in (0.2, 1.0, 3.0, 5.0):
    fast = junction(bias, 1e5)
    assert abs(fast["jr"] / fast["planck"] - 1) < 1e-3
# Slow leads: heat counted at the leads agrees with light minus work.
cool, warm = junction(0.5, 2.0), junction(3.0, 2.0)
for bias, result in ((0.5, cool), (3.0, warm)):
    balance = 6.0 * result["jr"] - bias * result["j"]
    assert abs(result["heat"] - balance) < 1e-10
assert cool["heat"] > 0 and cool["eff"] > 1
assert warm["heat"] < 0 and warm["eff"] < 1

# The entropy bound for the ideal diode, including reverse bias.
for volt in (-0.2, -0.02, 0.01, 0.1, 0.5, 0.8, 0.95):
    photons, power, entropy = light(volt)
    assert power - q * volt * photons < T * entropy

# Dilute-light formulas against quadrature.
V = 0.8
d = diode(V)
x = V / kT
poly_n = GAP**2 + 2 * GAP * kT + 2 * kT**2
poly_e = GAP**3 + 3 * GAP**2 * kT + 6 * GAP * kT**2 + 6 * kT**3
j_zero = (q * 2 * np.pi * q**3 / (h**3 * c**2)
          * kT * poly_n * np.exp(-GAP / kT))
assert abs(d["jr"] / (j_zero * np.expm1(x)) - 1) < 1e-3
assert abs(d["mean"] / (poly_e / poly_n) - 1) < 1e-4
work_min = d["P"] - T * d["S"]
work_photon = work_min / d["jr"]
assert abs(work_photon - (V - kT + V / np.expm1(x))) < 1e-4
tiny = diode(1e-6)
tiny_ratio = tiny["ceiling"] / tiny["ideal"]
assert abs(tiny_ratio - 2) < 2e-3

# Lost work splits into a nonradiative and a radiative part.
heat = d["P"] - d["j"] * V
lost = T * d["S"] - heat
lost_nr = d["jn"] * V
lost_rad = d["jr"] * (kT - V / np.expm1(x))
assert abs(lost / (lost_nr + lost_rad) - 1) < 2e-3

# Brightness temperature: a black body there has the same occupation.
T_bright = T * GAP / (GAP - V)
n_edge = 1 / np.expm1((GAP - V) / kT)
assert abs(n_edge * np.expm1(q * GAP / (k * T_bright)) - 1) < 1e-10
T_mean = T * d["mean"] / (d["mean"] - V)
T_flux = d["P"] / d["S"]
assert T < T_flux < T_mean
assert abs(T_mean / (T_mean - T) - d["ideal"]) < 1e-10

# A monochromatic mode: the ceiling falls to one as the mode gets bright.
mono = []
for volt in (0.8, 0.99, 0.9999):
    ambient, excess = occupations(GAP, volt)
    gain = kT * (mode_entropy(ambient + excess) - mode_entropy(ambient))
    mono.append((volt, ambient + excess, 1 / (1 - gain / (GAP * excess))))
assert mono[0][2] > mono[1][2] > mono[2][2] > 1
assert mono[2][2] < 1.001

# Two windows with efficiency above one, and heating between them.
low_edge = brentq(lambda v: diode(v)["eff"] - 1, 1e-7, 1e-3, xtol=1e-13)
high_edge = brentq(lambda v: diode(v)["eff"] - 1, 0.5, 0.8)
eta_zero = j_zero / (j_zero + J_S / 2)
assert abs(low_edge / (eta_zero * poly_e / poly_n) - 1) < 1e-3
for volt in np.geomspace(low_edge * 1.01, high_edge * 0.999, 60):
    assert diode(volt)["eff"] < 1
for volt in np.linspace(high_edge * 1.001, 0.98, 40):
    assert diode(volt)["eff"] > 1
# At very small bias, light is linear and electrical input quadratic.
double = diode(2e-6)
power_ratio = double["P"] / tiny["P"]
input_ratio = double["j"] * 2e-6 / (tiny["j"] * 1e-6)
assert abs(power_ratio - 2) < 1e-3 and abs(input_ratio - 4) < 1e-3

print(f"Temperature: {T:.0f} K; kT: {kT:.5f} eV; gap: {GAP:.2f} eV")
print(f"Nonradiative prefactor J_s: {J_S:.1e} A/m^2")
print(f"Radiative prefactor, dilute formula: {j_zero:.3e} A/m^2")
print(f"--- Operating point V = {V:.2f} V ---")
print(f"Photon occupation at gap: {n_edge:.3e}")
print(f"Net photon flux: {d['N']:.4e} 1/(s m^2)")
print(f"Radiative current density: {d['jr']:.1f} A/m^2")
print(f"Nonradiative current density: {d['jn']:.1f} A/m^2")
print(f"Total current density: {d['j']:.1f} A/m^2")
print(f"External quantum efficiency: {d['eta']:.4f}")
print(f"Mean net photon energy: {d['mean']:.4f} eV")
print(f"Threshold energy eta*<E>: {d['eta'] * d['mean']:.4f} eV")
print(f"Net optical power: {d['P']:.1f} W/m^2")
print(f"Electrical power: {d['j'] * V:.1f} W/m^2")
print(f"Heat drawn from lattice: {heat:.1f} W/m^2")
print(f"Net light entropy current: {d['S']:.4f} W/(K m^2)")
print(f"Heat limit T*dS: {T * d['S']:.1f} W/m^2")
print(f"Minimum electrical power: {work_min:.1f} W/m^2")
print(f"Minimum work per photon: {work_photon:.4f} eV")
print(f"Lost work, total: {lost:.1f} W/m^2")
print(f"Lost work, nonradiative part: {lost_nr:.1f} W/m^2")
print(f"Lost work, radiative part: {lost_rad:.1f} W/m^2")
print(f"Efficiency, this diode: {d['eff']:.4f}")
print(f"Efficiency, eta = 1: {d['ideal']:.4f}")
print(f"Efficiency, entropy ceiling: {d['ceiling']:.4f}")
print(f"Brightness temperature at gap: {T_bright:.0f} K")
print(f"Brightness temperature at <E>: {T_mean:.0f} K")
print(f"Flux temperature P/dS: {T_flux:.0f} K")
print("--- Voltage table ---")
print("V (V) | eta | P (W/m^2) | P/JV | P/JV at eta=1 | ceiling")
for volt in (1e-6, 0.1, 0.5, 0.7, 0.8, 0.9, 0.95):
    r = diode(volt)
    print(f"{volt:.3g} | {r['eta']:.3e} | {r['P']:.3e} | {r['eff']:.4g}"
          f" | {r['ideal']:.4g} | {r['ceiling']:.4g}")
print(f"Zero-bias quantum efficiency: {eta_zero:.3e}")
print(f"Upper edge of microvolt window: {low_edge * 1e6:.3f} microvolt")
print(f"Lower edge of bright window: {high_edge:.4f} V")
print(f"Ceiling / ideal efficiency at 1 microvolt: {tiny_ratio:.4f}")
print(f"Doubling 1 microvolt: P x {power_ratio:.4f}, JV x {input_ratio:.4f}")
print("--- Single mode at the gap energy ---")
for volt, occupation, limit in mono:
    print(f"V = {volt:.4f} V: occupation {occupation:.4g}, ceiling {limit:.5f}")
print("--- Four-state junction, photon energy 6 kT ---")
for bias, result in ((0.5, cool), (3.0, warm)):
    print(f"qV = {bias:.1f} kT: eta {result['eta']:.4f}, "
          f"efficiency {result['eff']:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 300 K; kT: 0.02585 eV; gap: 1.00 eV
Nonradiative prefactor J_s: 4.0e-05 A/m^2
Radiative prefactor, dilute formula: 6.844e-11 A/m^2
--- Operating point V = 0.80 V ---
Photon occupation at gap: 4.369e-04
Net photon flux: 1.1751e+22 1/(s m^2)
Radiative current density: 1882.7 A/m^2
Nonradiative current density: 209.8 A/m^2
Total current density: 2092.5 A/m^2
External quantum efficiency: 0.8997
Mean net photon energy: 1.0272 eV
Threshold energy eta*<E>: 0.9242 eV
Net optical power: 1933.9 W/m^2
Electrical power: 1674.0 W/m^2
Heat drawn from lattice: 259.9 W/m^2
Net light entropy current: 1.5880 W/(K m^2)
Heat limit T*dS: 476.4 W/m^2
Minimum electrical power: 1457.5 W/m^2
Minimum work per photon: 0.7742 eV
Lost work, total: 216.5 W/m^2
Lost work, nonradiative part: 167.8 W/m^2
Lost work, radiative part: 48.7 W/m^2
Efficiency, this diode: 1.1553
Efficiency, eta = 1: 1.2840
Efficiency, entropy ceiling: 1.3269
Brightness temperature at gap: 1500 K
Brightness temperature at <E>: 1356 K
Flux temperature P/dS: 1218 K
--- Voltage table ---
V (V) | eta | P (W/m^2) | P/JV | P/JV at eta=1 | ceiling
1e-06 | 3.422e-06 | 2.719e-15 | 3.515 | 1.027e+06 | 2.054e+06
0.1 | 1.355e-05 | 3.294e-09 | 0.0001391 | 10.27 | 13.47
0.5 | 2.639e-02 | 1.764e-02 | 0.05422 | 2.054 | 2.166
0.7 | 5.647e-01 | 4.040e+01 | 0.8286 | 1.467 | 1.524
0.8 | 8.997e-01 | 1.934e+03 | 1.155 | 1.284 | 1.327
0.9 | 9.843e-01 | 9.347e+04 | 1.123 | 1.141 | 1.175
0.95 | 9.944e-01 | 6.893e+05 | 1.074 | 1.08 | 1.109
Zero-bias quantum efficiency: 3.422e-06
Upper edge of microvolt window: 3.515 microvolt
Lower edge of bright window: 0.7340 V
Ceiling / ideal efficiency at 1 microvolt: 2.0000
Doubling 1 microvolt: P x 2.0000, JV x 4.0000
--- Single mode at the gap energy ---
V = 0.8000 V: occupation 0.0004369, ceiling 1.29173
V = 0.9900 V: occupation 2.117, ceiling 1.02447
V = 0.9999 V: occupation 258, ceiling 1.00066
--- Four-state junction, photon energy 6 kT ---
qV = 0.5 kT: eta 0.2505, efficiency 3.0056
qV = 3.0 kT: eta 0.2505, efficiency 0.5009
ALL CHECKS PASSED
```
